**Saturation trapping and the one-exponential positron spectrum**

The program tests the claim that a positron lifetime spectrum with one visible exponential can come from a nearly clean crystal or from one saturated with a single vacancy type. Here `tau_b` and `tau_v` are the bulk and vacancy lifetimes, `kappa` is the trapping rate, and `I1` and `I2` are the areas of the fast and slow components. It asserts that the two-component solution and the mean lifetime agree with the matrix form of the rate equations, and that the concentration bounds agree with a numerical root search. It also asserts the saturated limit for two vacancy types, the folding with the resolution function, and the diffusion length against a finite-difference solution. One-exponential fits to computed spectra must leave a chi-square excess below 1 for the nearly clean and the saturated crystals, and above 25 for the intermediate one; simulated noisy spectra confirm the meaning of this excess. The output shows fitted lifetimes of 249.993 and 249.999 ps for vacancy concentrations that differ by a factor of 2.5. For a mean lifetime uncertain by 1 ps, it gives an upper bound of 7.4e15 cm^-3 for a bulk-like value and a lower bound of 7.1e18 cm^-3 for a saturated one. The last lines give the sizes of neglected effects, computed from rough inputs.

## Verification by program

```python
"""
Result under test: a positron lifetime spectrum that looks like ONE exponential
does not prove a vacancy-free crystal. Saturation trapping at one vacancy type
also looks like one exponential, and then the concentration is hidden.

Symbols (times in ps, lengths in nm, concentrations printed in cm^-3):
  tau_b, tau_v : lifetime in the bulk and in the vacancy
  kappa        : trapping rate = mu * C / N (C vacancies, N atoms per volume)
  tau_1        : fast component, 1/tau_1 = 1/tau_b + kappa
  I1, I2       : intensities of the components tau_1 and tau_v
  excess       : chi-square left by the best one-exponential fit to noise-free
                 expected counts, i.e. the part not due to counting noise
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq, least_squares
from scipy.special import log_ndtr, ndtr

# Rough typical values for vacancy-donor pairs in n-type silicon at 300 K
tau_b, tau_v = 218.0, 250.0
mu = 1.0e15 * 1e-12            # 1/ps
atoms = 5.0e22                 # cm^-3
donors = 2.0e20                # cm^-3
temperature = 300.0            # K
crystals = {"clean-looking": 1e15, "intermediate": 2e17,
            "saturated A": 2e19, "saturated B": 5e19}

# Spectrometer
fwhm, bin_width, counts, background = 250.0, 25.0, 2.0e6, 20.0
sigma = fwhm / np.sqrt(8 * np.log(2))
edges = np.arange(-1000.0, 5000.0 + bin_width / 2, bin_width)
dof = len(edges) - 1 - 4


def trapping_rate(conc):
    return mu * conc / atoms


def components(kappa):
    """Derived two-component solution: tau_1, I1, I2."""
    i2 = kappa / (1 / tau_b + kappa - 1 / tau_v)
    return 1 / (1 / tau_b + kappa), 1 - i2, i2


def mean_formula(kappa):
    return tau_b * (1 + kappa * tau_v) / (1 + kappa * tau_b)


def rate_matrix(kappa, escape=0.0):
    return np.array([[-1 / tau_b - kappa, escape],
                     [kappa, -1 / tau_v - escape]])


def mean_from_rates(kappa, escape=0.0):
    """Time integral of the survival probability, from the rate equations."""
    return np.linalg.solve(-rate_matrix(kappa, escape), [1.0, 0.0]).sum()


# --- Solution of the rate equations against the matrix exponential
for conc in crystals.values():
    k = trapping_rate(conc)
    t1, i1, i2 = components(k)
    for t in (1.0, 30.0, 200.0, 900.0):
        direct = expm(rate_matrix(k) * t)[:, 0].sum()
        assert abs(direct - i1*np.exp(-t/t1) - i2*np.exp(-t/tau_v)) < 1e-10
    assert abs(mean_from_rates(k) / mean_formula(k) - 1) < 1e-10
    assert abs((i1 / t1 + i2 / tau_v) * tau_b - 1) < 1e-9
    deficit = (tau_v - tau_b) / (1 + k * tau_b)
    assert abs(tau_v - mean_from_rates(k) - deficit) < 1e-8

# --- Concentration bounds: root search on the rates against the inversion
uncertainty = 1.0              # ps, of the mean lifetime


def invert_mean(tau_av):
    return atoms / mu * (tau_av - tau_b) / (tau_b * (tau_v - tau_av))


bounds = []
for target in (tau_b + uncertainty, tau_v - uncertainty):
    root = brentq(lambda x: mean_from_rates(trapping_rate(10**x)) - target,
                  12, 21, xtol=1e-12)
    assert abs(10**root / invert_mean(target) - 1) < 1e-6
    bounds.append(10**root)
window = ((tau_v - tau_b) / uncertainty - 1)**2
assert abs(bounds[1] / bounds[0] / window - 1) < 1e-6

# --- Two vacancy types in saturation: weights follow the trapping rates
tau_w, k_v, k_w, t = 300.0, 200.0, 100.0, 300.0
three = np.array([[-1/tau_b - k_v - k_w, 0, 0],
                  [k_v, -1/tau_v, 0], [k_w, 0, -1/tau_w]])
limit = (k_v*np.exp(-t/tau_v) + k_w*np.exp(-t/tau_w)) / (k_v + k_w)
assert abs(expm(three * t)[:, 0].sum() - limit) < 1e-4


# --- Measured spectrum: exponential decay folded with Gaussian resolution
def folded_cdf(t, tau):
    tail = sigma**2/(2*tau**2) - t/tau + log_ndtr(t/sigma - sigma/tau)
    return ndtr(t / sigma) - np.exp(tail)


for t in (-50.0, 120.0, 600.0):
    for tau in (40.0, tau_v):
        direct = quad(lambda u: np.exp(-u*u/(2*sigma**2))
                      / (sigma*np.sqrt(2*np.pi)) * (1 - np.exp(-(t-u)/tau)),
                      -9 * sigma, min(t, 9 * sigma), epsabs=1e-11)[0]
        assert abs(direct - folded_cdf(t, tau)) < 1e-8


def mixture_cdf(t, kappa):
    t1, i1, i2 = components(kappa)
    return i1 * folded_cdf(t, t1) + i2 * folded_cdf(t, tau_v)


def expected_counts(kappa):
    return counts * np.diff(mixture_cdf(edges, kappa)) + background


def fit_one_exponential(data, variance):
    """Free amplitude, lifetime, time zero and background."""
    def residual(p):
        model = counts * p[0] * np.diff(folded_cdf(edges - 100*p[2], 230*p[1]))
        return (model + background * p[3] - data) / np.sqrt(variance)
    fit = least_squares(residual, [1.0, 1.0, 0.0, 1.0], jac="3-point",
                        xtol=1e-12, ftol=1e-12, gtol=1e-12)
    return 2 * fit.cost, 230 * fit.x[1], 100 * fit.x[2]


fits = {}
for name, conc in crystals.items():
    ideal = expected_counts(trapping_rate(conc))
    fits[name] = fit_one_exponential(ideal, ideal)
for name in ("clean-looking", "saturated A", "saturated B"):
    assert fits[name][0] < 1.0
assert fits["intermediate"][0] > 25.0
for name in ("saturated A", "saturated B"):
    assert abs(fits[name][1] - tau_v) < 0.05
    shift = -components(trapping_rate(crystals[name]))[1] * tau_v
    assert abs(fits[name][2] / shift - 1) < 0.1    # first order in tau_1

# --- Simulated noisy spectra: chi-square = degrees of freedom + excess
rng = np.random.default_rng(7)
runs, simulated = 40, {}
for name in ("intermediate", "saturated A"):
    ideal = expected_counts(trapping_rate(crystals[name]))
    sample = np.array([fit_one_exponential(rng.poisson(ideal), ideal)
                       for _ in range(runs)])
    simulated[name] = (sample[:, 0].mean(), sample[:, 1].std(ddof=1))
    spread = np.sqrt((2 * dof + 4 * fits[name][0]) / runs)
    assert abs(simulated[name][0] - dof - fits[name][0]) < 5 * spread
assert abs(fits["saturated A"][1] - fits["saturated B"][1]) \
    < simulated["saturated A"][1]

# --- Diffusion length, which keeps falling with concentration
diffusion = 2.5 * 1e14 / 1e12  # 2.5 cm^2/s in nm^2/ps, rough


def diffusion_length(kappa):
    return np.sqrt(diffusion / (1 / tau_b + kappa))


k_a = trapping_rate(crystals["saturated A"])
step, points = 0.25, 2000      # nm; probability to reach an absorbing surface
band = np.ones((3, points))
band[1] = -2 - (1 / tau_b + k_a) * step**2 / diffusion
rhs = np.zeros(points)
rhs[0] = -1.0
reach = solve_banded((1, 1), band, rhs)
length_numeric = 200 * step / np.log(reach[99] / reach[299])
assert abs(length_numeric / diffusion_length(k_a) - 1) < 1e-3

# --- Sizes of neglected effects
kT = const.k * temperature
p_th = np.sqrt(2 * const.m_e * kT)
states = quad(lambda x: 4*np.pi*x*x*np.exp(-x*x), 0, 12)[0] \
    * (p_th / const.h)**3 * 1e-6                   # cm^-3
binding = 1.0                                      # eV, rough
attempt = mu * states / atoms                      # 1/ps
escape = attempt * np.exp(-binding * const.e / kT)
binding_1pc = kT / const.e * np.log(attempt * tau_v / 0.01)
radius = 0.3                                       # nm, rough trap radius
per_trap = mu / (atoms * 1e-21)                    # nm^3/ps
supply = per_trap * quad(lambda r: 1/(4*np.pi*diffusion*r*r),
                         radius, np.inf)[0]
delay = 3.0                                        # ps, rough thermalization
alive = np.exp(-delay / tau_b)
mean_delayed = quad(lambda t: np.exp(-t / tau_b), 0, delay)[0] \
    + alive * mean_from_rates(k_a)
# Early annihilations are placed at delay/2: their spread is far below sigma
late = alive * mixture_cdf(edges - delay, k_a)
early = (1 - alive) * ndtr((edges - delay / 2) / sigma)
ideal = counts * np.diff(late + early) + background
fit_delayed = fit_one_exponential(ideal, ideal)
assert fit_delayed[0] < 1.0
foil_lifetime, foil_error = 380.0, 0.005           # rough
foil_shift = foil_error * (foil_lifetime - tau_v)
extra_electrons = donors / (4 * atoms)

# --- Output
print(f"bulk lifetime {tau_b:.0f} ps, vacancy lifetime {tau_v:.0f} ps (rough)")
print(f"trapping coefficient {mu*1e12:.1e} 1/s, atoms {atoms:.1e} cm^-3")
print(f"donors {donors:.1e} cm^-3, temperature {temperature:.0f} K")
print(f"resolution FWHM {fwhm:.0f} ps, sigma {sigma:.1f} ps")
print(f"bin {bin_width:.0f} ps, counts {counts:.1e}, "
      f"background {background:.0f} per bin, degrees of freedom {dof}")
for name, conc in crystals.items():
    k = trapping_rate(conc)
    t1, i1, i2 = components(k)
    chi, tau_fit, t0 = fits[name]
    print(f"[{name}] C = {conc:.1e} cm^-3, kappa = {k*1e3:.3g} 1/ns, "
          f"kappa*tau_b = {k*tau_b:.3g}")
    print(f"  tau_1 = {t1:.2f} ps, I1 = {100*i1:.3f} %, I2 = {100*i2:.3f} %")
    print(f"  mean lifetime = {mean_formula(k):.2f} ps, "
          f"below tau_v by {tau_v-mean_formula(k):.3f} ps")
    print(f"  one-exponential fit: lifetime {tau_fit:.3f} ps, "
          f"time zero {t0:.3f} ps, excess {chi:.2g}")
    print(f"  diffusion length = {diffusion_length(k):.1f} nm")
for name, (chi, scatter) in simulated.items():
    print(f"{runs} noisy spectra, {name}: mean chi-square {chi:.1f}, "
          f"lifetime scatter {scatter:.2f} ps")
print(f"assumed uncertainty of mean lifetime: {uncertainty:.1f} ps")
print(f"bulk-like mean: C below {bounds[0]:.2e} cm^-3")
print(f"saturated mean: C above {bounds[1]:.2e} cm^-3")
print(f"ratio of the two bounds: {bounds[1]/bounds[0]:.0f}")
print(f"kappa*tau_b = 1 at C = {atoms/(mu*tau_b):.2e} cm^-3")
print("neglected effects (rough inputs):")
print(f"  escape at {binding:.1f} eV binding: rate*tau_v = {escape*tau_v:.1e}")
print(f"  escape reaches 1 % of 1/tau_v at binding {binding_1pc:.2f} eV")
print(f"  diffusion {diffusion*0.01:.1f} cm^2/s, trap radius {radius:.1f} nm:"
      f" reaction/diffusion rate ratio {100*supply:.1f} %")
print(f"  thermalization {delay:.0f} ps against 1/kappa = {1/k_a:.2f} ps (A)")
print(f"  no trapping before that: mean of A = {mean_delayed:.2f} ps, "
      f"below tau_v by {tau_v-mean_delayed:.2f} ps")
print(f"  its one-exponential fit: lifetime {fit_delayed[1]:.3f} ps, "
      f"excess {fit_delayed[0]:.2g}")
print(f"  source foil {foil_lifetime:.0f} ps, share wrong by "
      f"{100*foil_error:.1f} % of counts: mean shifts {foil_shift:.2f} ps")
print(f"  donor electrons / valence electrons = {100*extra_electrons:.2f} %, "
      f"bulk lifetime shift about {tau_b*extra_electrons:.2f} ps")
print("done: every assertion held")
```

Output:

```
bulk lifetime 218 ps, vacancy lifetime 250 ps (rough)
trapping coefficient 1.0e+15 1/s, atoms 5.0e+22 cm^-3
donors 2.0e+20 cm^-3, temperature 300 K
resolution FWHM 250 ps, sigma 106.2 ps
bin 25 ps, counts 2.0e+06, background 20 per bin, degrees of freedom 236
[clean-looking] C = 1.0e+15 cm^-3, kappa = 0.02 1/ns, kappa*tau_b = 0.00436
  tau_1 = 217.05 ps, I1 = 96.706 %, I2 = 3.294 %
  mean lifetime = 218.14 ps, below tau_v by 31.861 ps
  one-exponential fit: lifetime 218.192 ps, time zero -0.063 ps, excess 0.46
  diffusion length = 232.9 nm
[intermediate] C = 2.0e+17 cm^-3, kappa = 4 1/ns, kappa*tau_b = 0.872
  tau_1 = 116.45 ps, I1 = 12.800 %, I2 = 87.200 %
  mean lifetime = 232.91 ps, below tau_v by 17.094 ps
  one-exponential fit: lifetime 237.519 ps, time zero -4.986 ps, excess 8e+02
  diffusion length = 170.6 nm
[saturated A] C = 2.0e+19 cm^-3, kappa = 400 1/ns, kappa*tau_b = 87.2
  tau_1 = 2.47 ps, I1 = 0.147 %, I2 = 99.853 %
  mean lifetime = 249.64 ps, below tau_v by 0.363 ps
  one-exponential fit: lifetime 249.993 ps, time zero -0.356 ps, excess 0.0033
  diffusion length = 24.9 nm
[saturated B] C = 5.0e+19 cm^-3, kappa = 1e+03 1/ns, kappa*tau_b = 218
  tau_1 = 1.00 ps, I1 = 0.059 %, I2 = 99.941 %
  mean lifetime = 249.85 ps, below tau_v by 0.146 ps
  one-exponential fit: lifetime 249.999 ps, time zero -0.145 ps, excess 8.9e-05
  diffusion length = 15.8 nm
40 noisy spectra, intermediate: mean chi-square 1063.2, lifetime scatter 0.24 ps
40 noisy spectra, saturated A: mean chi-square 232.5, lifetime scatter 0.24 ps
assumed uncertainty of mean lifetime: 1.0 ps
bulk-like mean: C below 7.40e+15 cm^-3
saturated mean: C above 7.11e+18 cm^-3
ratio of the two bounds: 961
kappa*tau_b = 1 at C = 2.29e+17 cm^-3
neglected effects (rough inputs):
  escape at 1.0 eV binding: rate*tau_v = 1.0e-15
  escape reaches 1 % of 1/tau_v at binding 0.23 eV
  diffusion 2.5 cm^2/s, trap radius 0.3 nm: reaction/diffusion rate ratio 2.1 %
  thermalization 3 ps against 1/kappa = 2.50 ps (A)
  no trapping before that: mean of A = 249.20 ps, below tau_v by 0.80 ps
  its one-exponential fit: lifetime 249.978 ps, excess 0.03
  source foil 380 ps, share wrong by 0.5 % of counts: mean shifts 0.65 ps
  donor electrons / valence electrons = 0.10 %, bulk lifetime shift about 0.22 ps
done: every assertion held
```
